\section*{When loss peaks and optical absorption lines differ in bulk media, part 2}

The belief under examination is that a peak in an electron energy-loss or non-resonant inelastic X-ray spectrum at small momentum transfer $\mathbf q$ marks an optical absorption line at the same energy, with the same shape. Algebra is in atomic (Gaussian) units, with time dependence $e^{-i\omega t}$ and retardation neglected.

A volume $V$ holds $N$ oscillators, $n$ per unit volume, each of strength $f$, damping $\gamma$ and displacement $x$. The polarization $P=-nfx$ in the macroscopic field $E$ obeys
\begin{equation}
\ddot P+\gamma\dot P+\omega_T^2P=\frac{\omega_p^2}{4\pi}E,\qquad \omega_p^2=4\pi nf .
\label{eom}
\end{equation}
Transverse waves ring at $\omega_T$, longitudinal ones at $\omega_L$, with $\omega_L^2=\omega_T^2+\omega_p^2$.

With $\varepsilon=\varepsilon_1+i\varepsilon_2$ and $D=\varepsilon E$, the mean absorbed power per volume is $W=\omega\varepsilon_2|E_0|^2/8\pi=\omega L|D_0|^2/8\pi$, where $L=\mathrm{Im}(-1/\varepsilon)$ is the loss function. With $v_0=4\pi/q^2$ and density response $\chi$, the structure factor per oscillator is $S$:
\begin{equation}
L=-v_0\,\mathrm{Im}\,\chi,\qquad S(q,\omega)=\frac{q^2}{4\pi^2n}L .
\label{S}
\end{equation}
A fast electron of speed $v$ loses energy at the rate $(2/\pi v^2)L\ln(q_cv/\omega)$ per unit path and energy, $q_c$ being the largest transfer.

In a crystal, $\chi_{00}$ is the full response and $\bar\chi_{00}$ the response without the $\mathbf G=0$ Coulomb term $v_0$:
\begin{equation}
\varepsilon_M=1-v_0\bar\chi_{00},\qquad\chi_{00}=\frac{\bar\chi_{00}}{1-v_0\bar\chi_{00}},\qquad\frac1{\varepsilon_M}=1+v_0\chi_{00}.
\label{dyson}
\end{equation}

With a real background $\varepsilon_b$, $\varepsilon=\varepsilon_b+\omega_p^2/\Delta$, where $\Delta=\omega_T^2-\omega^2-i\gamma\omega$, and
\begin{equation}
\frac1\varepsilon=\frac{\Delta}{\varepsilon_b\Delta+\omega_p^2}=\frac1{\varepsilon_b}\,\frac{(\Delta+\omega_p^2/\varepsilon_b)-\omega_p^2/\varepsilon_b}{\Delta+\omega_p^2/\varepsilon_b}=\frac1{\varepsilon_b}-\frac{\omega_p^2/\varepsilon_b^2}{\Delta+\omega_p^2/\varepsilon_b}.
\label{inv}
\end{equation}
For $\varepsilon_b=1$, $\varepsilon_2$ and $L$ are the same function of $y=(A-\omega^2)/\gamma\omega$ and $\omega$, with $A=\omega_T^2$ and $A=\omega_L^2$ respectively. Both $f$-sums, $\int_0^\infty\omega\varepsilon_2\,d\omega$ and $\int_0^\infty\omega L\,d\omega$, equal $\pi\omega_p^2/2$. The inverse moments, $(2/\pi)\int_0^\infty d\omega/\omega$ of each function, are $\varepsilon(0)-1$ for $\varepsilon_2$ and $1-1/\varepsilon(0)$ for $L$. The line strength is measured by $s=\omega_p^2/(\gamma\omega_T)$.

\section{Localization does not remove the splitting}

Put point oscillators of isolated frequency $\omega_a$ on a simple cubic lattice of constant $a$, with $n=a^{-3}$. Nothing is more localized. A dipole $\mathbf p$ produces the field $\partial_\alpha\partial_\beta(1/r)\,p_\beta$, so a wave of dipoles obeys
\begin{equation}
(\omega_a^2-\omega^2-i\gamma\omega)\,\mathbf p=f\,[\mathbf E_{\rm ext}+T(\mathbf q)\mathbf p],\qquad T_{\alpha\beta}=\sum_{\mathbf R\ne0}\partial_\alpha\partial_\beta\frac1r\Big|_{\mathbf R}e^{i\mathbf q\cdot\mathbf R}.
\end{equation}
Divide the sum at a radius $R_0$ with $a\ll R_0\ll1/q$. Inside, the phase is 1 and the terms $(3R_\alpha R_\beta-R^2\delta_{\alpha\beta})/R^5$ cancel over each cubic shell, on which $\sum R_\alpha R_\beta=\delta_{\alpha\beta}\sum R^2/3$. Outside, the sum becomes $n$ times an integral. Over all space that integral is the Fourier transform $-q_\alpha q_\beta\,4\pi/q^2$. The part from inside the sphere is isotropic, hence $\frac13\delta_{\alpha\beta}\int\nabla^2(1/r)\,d^3r=-\frac{4\pi}3\delta_{\alpha\beta}$. Subtracting it,
\begin{equation}
T(\mathbf q\to0)=n\left(\frac{4\pi}{3}\delta_{\alpha\beta}-4\pi\hat q_\alpha\hat q_\beta\right).
\end{equation}
The eigenvalues of $T/4\pi n$ are $\frac13$ (twice, transverse) and $-\frac23$ (longitudinal), so
\begin{equation}
\omega_T^2=\omega_a^2-\tfrac13\omega_p^2,\qquad\omega_L^2=\omega_a^2+\tfrac23\omega_p^2 .
\end{equation}
Stability at $q\to0$ requires $\omega_p^2<3\omega_a^2$. This is necessary but not sufficient, because a wave at finite $\mathbf q$ in which neighbouring columns of dipoles point in opposite directions softens earlier. The direction-dependent piece is $-nv_0q_\alpha q_\beta$, the $\mathbf G=0$ Coulomb term. It equals the macroscopic field $-4\pi\mathbf P_\parallel$ with $\mathbf P=n\mathbf p$. Moving it into the driving field leaves the isotropic $\bar T=4\pi n/3$ and reproduces Eq.~(\ref{eom}) for any direction of $\mathbf P$ relative to $\mathbf q$, which is the equality of transverse and longitudinal $\varepsilon$ in this model. An Ewald summation, checked at a finite $\mathbf q$ against a direct real-space sum, gives $-0.66667,\,0.33333,\,0.33333$ at small $q$, and three times $0.33333$ once the $\mathbf G=0$ term is deleted. The difference $\omega_L^2-\omega_T^2=4\pi nf$ is set by density and strength alone. It vanishes with $n$, and both frequencies then tend to $\omega_a$, the single-atom case in which the belief is right.

A quantum version gives the same line. For $f=1$ the longitudinal field stores the energy $VE^2/8\pi=2\pi VP^2$ with $P=-\sum_jx_j/V$, which is $(\omega_p^2/2N)(\sum_jx_j)^2$. The collective coordinate $Q=\sum_jx_j/\sqrt N$ acquires the potential $\frac12(\omega_T^2+\omega_p^2)Q^2$, the other modes do not couple to $\sum_jx_j$, and $\int S\,d\omega/q^2=|\langle1|Q|0\rangle|^2=1/2\omega_L$. Equation~(\ref{S}) agrees for a narrow line, where $\int L\,d\omega\to\pi\omega_p^2/2\omega_L$ and division by $4\pi^2n=\pi\omega_p^2$ leaves $1/2\omega_L$.

\section{When the spectra do coincide}

The exact shift is $\omega_L-\omega_T=\omega_p^2/(\omega_L+\omega_T)$, which for $\omega_p^2\ll\omega_T^2$ is $\omega_p^2/2\omega_T=s\gamma/2$. It has to be small against the width, and for $\gamma\lesssim\omega_T$ this is $s\ll1$. To quantify the mismatch write $\varepsilon=1+x$, so $-1/\varepsilon=-1+x-x^2+\dots$ and $L-\varepsilon_2=-2x_1x_2$ to second order. With $A=\omega_T^2$, $x=(\omega_p^2/\gamma\omega)(y+i)/(1+y^2)$, hence
\begin{equation}
|L-\varepsilon_2|\simeq s^2\left(\frac{\omega_T}{\omega}\right)^2\frac{2|y|}{(1+y^2)^2}.
\end{equation}
For $\gamma\ll\omega_T$ the middle factor is near 1. The last factor is stationary where $1+y^2=4y^2$, at $y=1/\sqrt3$, with value $(2/\sqrt3)(9/16)=3\sqrt3/8$. Since $\max\varepsilon_2\simeq s$,
\begin{equation}
\frac{\max|L-\varepsilon_2|}{\max\varepsilon_2}\simeq\frac{3\sqrt3}{8}\,s\left(1+\frac{\gamma}{\sqrt3\,\omega_T}\right),\qquad\frac{3\sqrt3}8=0.6495,
\label{mis}
\end{equation}
where the bracket is $(\omega_T/\omega)^2$ at the low-side extremum, $\omega\simeq\omega_T-\gamma y/2$. With a real background and $\omega_p^2\ll\varepsilon_b\omega_T^2$, Eq.~(\ref{inv}) gives a shift of about $s\gamma/2\varepsilon_b$, and for $s\ll\varepsilon_b$ and $\gamma\lesssim\omega_T$ one has $L\simeq\varepsilon_2/\varepsilon_b^2$, the same shape on a different scale. For $\varepsilon_b=1$, an instrument of resolution much coarser than the shift sees $\omega\varepsilon_2$ and $\omega L$ as lines of equal area whose separation is a small fraction of their apparent width, whatever $s$ is; with a background the area of the line in $\omega L$ is multiplied by $1/\varepsilon_b^2$.

\section{Numbers}

The parameters are round model values for the lattice. The dense case has $a=3$~\AA, $\omega_a=10$~eV, $f=1$, $\gamma=0.5$~eV. Then
\begin{align}
\omega_p^2&=4\pi\,(0.52918/3)^3\,(27.2114\ \mathrm{eV})^2=51.07\ \mathrm{eV}^2,\nonumber\\
\omega_T&=\sqrt{100-51.07/3}\ \mathrm{eV}=9.109\ \mathrm{eV}\ (0.3348\ \mathrm{Ha}),\nonumber\\
\omega_L&=\sqrt{100+2\times51.07/3}\ \mathrm{eV}=11.578\ \mathrm{eV}\ (0.4255\ \mathrm{Ha}),\nonumber\\
s&=51.07/(0.5\times9.109)=11.21 .\nonumber
\end{align}
The shift is 2.469~eV, or 4.94 line widths. The estimate $\omega_p^2/2\omega_T=2.803$~eV overshoots because $\omega_p^2/\omega_T^2=0.615$ is not small. The bare peaks lie at 9.106~eV ($\varepsilon_2=11.2$) and 11.575~eV ($L=8.82$). At $\omega_T$, $L=11.21/(1+11.21^2)=0.0885$, smaller than $\varepsilon_2$ by $|\varepsilon|^2=126.7$. At $\omega_L$, $L=51.07/(0.5\times11.578)=8.82$ while $\varepsilon_2=0.112$ and $|\varepsilon|^2=0.0127$. Integrating Eq.~(\ref{eom}) in time, once with $E$ fixed and once with $D$ fixed, gives $8\pi W/\omega$ per squared amplitude of 11.2125 and 0.0885 at $\omega_T$, and 0.1119 and 8.8217 at $\omega_L$. A loss peak read as an absorption line here lands where $\varepsilon_2$ is about one hundredth of its maximum.

Both $f$-sums come out by quadrature as $80.22\ \mathrm{eV}^2=\pi\times51.07/2\ \mathrm{eV}^2$. With $\varepsilon(0)=1.615$ the inverse moments are $0.615$ and $1-1/1.615=0.381$. Diagonalizing two coupled quantum oscillators gives one bright line at 11.578~eV with weight $0.52918^2/(2\times0.42548)$~\AA$^2=0.3291$~\AA$^2$, matched by the area of $L$ for a narrow line. A background $\varepsilon_b=4$ added in Eq.~(\ref{inv}) with $\omega_T$ and $\omega_p^2$ held fixed moves the peak of $\omega L$ to $\sqrt{9.109^2+51.07/4}=9.785$~eV and lowers it from $\omega_p^2/\gamma=102.1$~eV to $102.1/16=6.38$~eV. In the lattice itself these two would not stay fixed. If the background comes from a static polarizability on the same sites, it shares the local field, $(\varepsilon-1)/(\varepsilon+2)=(\varepsilon_b-1)/(\varepsilon_b+2)+\omega_p^2/[3(\omega_a^2-\omega^2-i\gamma\omega)]$, and Eq.~(\ref{inv}) holds with $\omega_T^2=\omega_a^2-\omega_p^2(\varepsilon_b+2)/9=(8.12\ \mathrm{eV})^2$ and the strength multiplied by $[(\varepsilon_b+2)/3]^2=4$; the peak of $\omega L$ is then at $\sqrt{65.95+51.07}=10.82$~eV with height $4\times102.1/16=25.5$~eV.

The attenuation of a light beam is a third function. The wave number is $\omega\sqrt\varepsilon/c$, so the intensity decays at the rate $2\omega\,\mathrm{Im}\sqrt\varepsilon/c=\omega\varepsilon_2/(cn')$, where $n'=\mathrm{Re}\sqrt\varepsilon$ and $n'^2=(|\varepsilon|+\varepsilon_1)/2$. At $\omega_T$ the numerator is stationary, so $\varepsilon_2$ is falling; $\varepsilon_1$ is falling through 1; therefore $n'$ falls and the attenuation is still rising. In the dense case it peaks at 9.249~eV with 0.0238~\AA$^{-1}$, close to $\omega_T$, and is 0.0026~\AA$^{-1}$ at $\omega_L$.

Three further cases locate the criterion. The dilute case has $a=30$~\AA\ and is otherwise the dense one; the narrow case has $a=10$~\AA\ and $\gamma=0.05$~eV; the core-like case has $a=3$~\AA, $\omega_a=300$~eV, $f=0.1$, $\gamma=1$~eV. The mismatch is the left side of Eq.~(\ref{mis}), found numerically.
\begin{center}
\begin{tabular}{lcccc}
 & $\omega_p^2/\omega_T^2$ & $s$ & shift$/\gamma$ & mismatch\\
dense & 0.615 & 11.2 & 4.94 & 0.992\\
dilute & $5.1\times10^{-4}$ & 0.0102 & 0.0051 & 0.0068\\
narrow & 0.0139 & 2.76 & 1.38 & 0.886\\
core-like & $5.7\times10^{-5}$ & 0.0170 & 0.0085 & 0.0111
\end{tabular}
\end{center}
In the dilute case $0.6495\,s=0.006635$, and the bracket of Eq.~(\ref{mis}) raises it to $0.006635\,[1+0.5/(\sqrt3\times9.999)]=0.00683$, the computed value. In the core-like case $0.6495\,s=0.01106$ against 0.01108. This lattice is as dense as the first and its oscillators are the same points; the spectra agree because $s=4\pi nf/(\gamma\omega_T)$ is smaller than in the dense case by a factor 33 from $\omega_T$, 10 from $f$ and 2 from $\gamma$. The narrow case has $\omega_p^2/\omega_T^2$ near one percent and a shift of only 0.069~eV, yet the lines are more than a width apart and differ by 0.886 of the absorption maximum. For the dense and narrow cases $s>1$ and Eq.~(\ref{mis}) does not apply; in the dense case the largest difference lies very close to $\omega_T$, and the values there give $1-0.0885/11.21=0.992$. The numerical check, with its output, contains the numerical tests described and the values they give; the other figures follow by simple arithmetic.

These results hold for bulk losses in linear response with $\omega/c\ll q\ll1/a$. In the core-like case $\omega/c=300/1973=0.15$~\AA$^{-1}$ against $1/a=0.33$~\AA$^{-1}$, so this window is nearly closed and that row illustrates the criterion only within the $q\to0$ electrostatic model. In the dilute case the two bounds, $0.0051$ and $0.033$~\AA$^{-1}$, differ by a factor of only 6.6, so the condition can be met only roughly. At $q\sim\omega/c$ the transverse wave mixes with light, and a fast electron can also lose energy by radiation. Near surfaces and in small particles the depolarizing field depends on the shape and produces other mode frequencies. At $q\sim1/a$ the lattice sum $T(\mathbf q)$ departs from its $q\to0$ form and the mode frequencies depend on $\mathbf q$. When $q$ times the size of the charge cloud of a transition is no longer small, the expansion of $e^{i\mathbf q\cdot\mathbf r}$ to first order fails and non-dipole transitions, which have no counterpart in $\varepsilon_2$ at $q\to0$, enter $S(q,\omega)$. Equation~(\ref{dyson}) remains valid for the longitudinal response in both cases.

\section*{Numbers as computed}
\begin{verbatim}
hartree = 27.2114 eV; bohr = 0.52918 A; hbar c = 1973.27 eV A
eigenvalues of T a^3/(4 pi), q->0: [-0.66667  0.33333  0.33333]
same with G=0 term removed:        [0.33333 0.33333 0.33333]
weak-line coefficient 3 sqrt3/8 = 0.6495
[dense] a=3 A, wa=10 eV, f=1, gamma=0.5 eV, n=3.7037e-02 A^-3
 wp=7.1462 eV, wp^2=51.068 eV^2, wp^2/wT^2=0.6154
 lattice wT=9.10919 eV, wL=11.57780 eV
 shift=2.46862 eV, wp^2/(2wT)=2.80312 eV, shift/gamma=4.9372
 eps2 peak 9.10575 eV height 11.215; L peak 11.57510 eV height 8.8228
 s=11.21, mismatch=0.9921, (3 sqrt3/8)s=7.283
[dilute] a=30 A, wa=10 eV, f=1, gamma=0.5 eV, n=3.7037e-05 A^-3
 wp=0.2260 eV, wp^2=0.051068 eV^2, wp^2/wT^2=0.0005108
 lattice wT=9.99915 eV, wL=10.00170 eV
 shift=0.00255 eV, wp^2/(2wT)=0.00255 eV, shift/gamma=0.0051
 eps2 peak 9.99602 eV height 0.010216; L peak 9.99858 eV height 0.010214
 s=0.01021, mismatch=0.006828, (3 sqrt3/8)s=0.006635
[narrow] a=10 A, wa=10 eV, f=1, gamma=0.05 eV, n=1.0000e-03 A^-3
 wp=1.1742 eV, wp^2=1.3788 eV^2, wp^2/wT^2=0.01385
 lattice wT=9.97699 eV, wL=10.04586 eV
 shift=0.06886 eV, wp^2/(2wT)=0.06910 eV, shift/gamma=1.3773
 eps2 peak 9.97696 eV height 2.764; L peak 10.04583 eV height 2.7451
 s=2.764, mismatch=0.8857, (3 sqrt3/8)s=1.795
[core] a=3 A, wa=300 eV, f=0.1, gamma=1 eV, n=3.7037e-02 A^-3
 wp=2.2598 eV, wp^2=5.1068 eV^2, wp^2/wT^2=5.674e-05
 lattice wT=299.99716 eV, wL=300.00567 eV
 shift=0.00851 eV, wp^2/(2wT)=0.00851 eV, shift/gamma=0.0085
 eps2 peak 299.99675 eV height 0.017023; L peak 300.00526 eV height 0.017022
 s=0.01702, mismatch=0.01108, (3 sqrt3/8)s=0.01106
dense: wT=0.33476 Ha, wL=0.42548 Ha
 at wT: eps1=1.0000, eps2=11.2125, L=0.0885, |eps|^2=126.72
 at wT: time-domain 8 pi W/w: E fixed 11.2125, D fixed 0.0885
 at wL: eps1=0.0127, eps2=0.1119, L=8.8217, |eps|^2=0.012687
 at wL: time-domain 8 pi W/w: E fixed 0.1119, D fixed 8.8217
 eps(0)=1.61545, (zero of undamped eps / wT)^2=1.61545
 f-sum: eps2 80.2178, L 80.2178, pi wp^2/2 = 80.2178 eV^2
 inverse moments: eps2 0.61545, L 0.38098; height wp^2/gamma=102.136 eV
 attenuation peak 9.2490 eV, 0.02381 1/A; at wL 0.00262 1/A
 eb=4: w L peak 9.7849 eV, height 6.3835 eV
 quantum bright line 11.57780 eV, weight 0.32908 A^2
 int S dw/q^2 from L (gamma=0.001 eV): 0.32907 A^2
EELS log prefactor times v^2: field integral 0.63665, 2/pi = 0.63662
\end{verbatim}
